\section*{The Adiabatic-Connection Fluctuation-Dissipation Formula and Its RPA Form, part 1}

(Sections cited here and not found follow in the later parts.)

\section{Part I: the exact correlation energy from the density response}

\subsection{What dimensions and symmetry allow}

Hartree atomic units and zero temperature are used throughout. Electrons live on sites $p,q$ with number operators $\hat n_p=\sum_\sigma c^\dagger_{p\sigma}c_{p\sigma}$ and interact through a real symmetric matrix $v_{pq}$. The continuum follows from $\sum_p\to\int d^3r$ and $\delta_{pq}\to\delta(\mathbf r-\mathbf r')$.

A density response $\chi_{pq}=\delta n_p/\delta u_q$ turns a potential into a density and has the dimension of an inverse energy. The interaction turns a density into a potential and has the dimension of an energy. The product $\chi v$ is therefore dimensionless and maps densities to densities. If densities are written in another basis, $\delta n\to S\,\delta n$, the potentials must change as $\delta u\to S^{-T}\delta u$ to keep the energy $\sum_p\delta u_p\,\delta n_p$ unchanged. Then $\chi\to S\chi S^T$, $v\to S^{-T}vS^{-1}$ and $\chi v\to S\chi vS^{-1}$, so a basis-independent number built from $\chi v$ depends on its eigenvalues. For two subsystems that do not interact, $\chi v$ is block diagonal and the energy must be additive, which a sum over eigenvalues, $\mathrm{Tr}\,g(\chi v)$, satisfies. The missing dimension of energy can come from the frequency on which $\chi$ depends. If the energy is assumed to be built from the non-interacting response $\chi_0$ at one frequency at a time, its form is
\begin{equation}
E=\int d\omega\;\mathrm{Tr}\,g\big(\chi_0(\omega)v\big).
\label{form}
\end{equation}
The Hartree and exchange energies contain everything of first order in $v$, so for a correlation energy $g(x)$ starts at $x^2$. The argument leaves $g$, its prefactor and the frequency path open, and it does not say that $\chi_0$ is sufficient.

\subsection{Two electrons on two sites}

The interaction operator is $\hat W=\frac12\sum_{pq\sigma\sigma'}v_{pq}\,c^\dagger_{p\sigma}c^\dagger_{q\sigma'}c_{q\sigma'}c_{p\sigma}$. Since $[\hat n_{q\sigma'},c_{p\sigma}]=-\delta_{pq}\delta_{\sigma\sigma'}c_{p\sigma}$, the operator string equals $c^\dagger_{p\sigma}\hat n_{q\sigma'}c_{p\sigma}=\hat n_{p\sigma}\hat n_{q\sigma'}-\delta_{pq}\delta_{\sigma\sigma'}\hat n_{p\sigma}$, and
\begin{equation}
\hat W=\tfrac12\sum_{pq}v_{pq}\,\hat n_p\hat n_q-\tfrac12\sum_p v_{pp}\,\hat n_p .
\label{W}
\end{equation}
The second term removes the interaction of each electron with itself.

Take two equivalent sites with hopping $-t$, $v_{11}=v_{22}=v_0$, $v_{12}=v_1$, one electron of each spin. Write $\hat n_{1}=1+\hat m$, $\hat n_2=1-\hat m$. Equation (\ref{W}) gives
\begin{equation}
\hat W=\tfrac12\big[v_0(2+2\hat m^2)+2v_1(1-\hat m^2)\big]-v_0=v_1+2K\hat m^2,\qquad K=\tfrac12(v_0-v_1).
\end{equation}
The bonding and antibonding orbitals $b,a=(1,\pm1)/\sqrt2$ have energies $\mp t$ and gap $\Delta=2t$, and $\hat m=\frac12\sum_\sigma(b^\dagger_\sigma a_\sigma+a^\dagger_\sigma b_\sigma)$. With $|xy\rangle=x^\dagger_\uparrow y^\dagger_\downarrow|{\rm vac}\rangle$ and $|S\rangle=(|ab\rangle+|ba\rangle)/\sqrt2$,
\begin{equation}
\hat m|bb\rangle=\hat m|aa\rangle=|S\rangle/\sqrt2,\qquad \hat m|S\rangle=(|bb\rangle+|aa\rangle)/\sqrt2 .
\end{equation}
Applying $\hat m$ twice, $\hat m^2$ has all four matrix elements equal to $\frac12$ in the space $\{|bb\rangle,|aa\rangle\}$, and $\hat m^2|S\rangle=|S\rangle$. Scale the interaction by $\lambda$. In that space $\hat T+\lambda\hat W$ has diagonal elements $\lambda(v_1+K)\mp\Delta$ and off-diagonal element $\lambda K$. The ground state is $\cos\theta|bb\rangle-\sin\theta|aa\rangle$ with $\tan2\theta=\lambda K/\Delta$, and with $\rho_\lambda=\sqrt{\Delta^2+\lambda^2K^2}$
\begin{align}
E_\lambda&=\lambda(v_1+K)-\rho_\lambda, \qquad \omega_S=\lambda(v_1+2K)-E_\lambda=\lambda K+\rho_\lambda,\\
\langle\hat m^2\rangle_\lambda&=|\langle S|\hat m|0\rangle|^2=\tfrac12(\cos\theta-\sin\theta)^2=\tfrac12\big(1-\lambda K/\rho_\lambda\big).
\label{m2}
\end{align}
The density is one electron per site for every $\lambda$, by reflection symmetry. The correlation energy is the true energy minus the energy of the determinant $|bb\rangle$, which is $v_1+K-\Delta$, so $E_c=\Delta-\sqrt{\Delta^2+K^2}$.

The same number comes from the fluctuation alone. The change of the interaction energy is $W_c(\lambda)=2K(\langle\hat m^2\rangle_\lambda-\frac12)=-\lambda K^2/\rho_\lambda$. Because $d\rho_\lambda/d\lambda=\lambda K^2/\rho_\lambda$,
\begin{equation}
\int_0^1W_c\,d\lambda=\rho_0-\rho_1=\Delta-\sqrt{\Delta^2+K^2}=E_c .
\end{equation}
The fluctuation can in turn be written as a frequency integral. For any $\omega_S>0$,
\begin{equation}
\int_0^\infty\frac{\omega_S\,d\omega}{\omega_S^2+\omega^2}=\Big[\arctan\frac{\omega}{\omega_S}\Big]_0^\infty=\frac{\pi}{2},
\label{lor}
\end{equation}
so $\langle\hat m^2\rangle_\lambda=-\frac1\pi\int_0^\infty\chi^m_\lambda\,d\omega$ with $\chi^m_\lambda=-2\omega_S\langle\hat m^2\rangle_\lambda/(\omega_S^2+\omega^2)$. Three facts carried this calculation: the density stayed fixed, $E_c$ was a $\lambda$ integral of $\langle\hat W\rangle$, and a fluctuation was an integral over a Lorentzian. Two limits serve as references later: $E_c\to-K^2/2\Delta$ for $K\ll\Delta$, and $E_c\to-K+\Delta$ for $K\gg\Delta$.

\subsection{The coupling-constant path at fixed density}

Without a symmetry to hold the density, a potential has to do it. Define
\begin{equation}
\hat H_\lambda=\hat T+\lambda\hat W+\sum_p u_{\lambda,p}\,\hat n_p ,\qquad 0\le\lambda\le1,
\end{equation}
where $u_1$ is the physical potential and $u_\lambda$ is chosen so that the ground state $\Psi_\lambda$ has the physical density $n$. It is assumed that such a $u_\lambda$ exists, is differentiable in $\lambda$, and gives a nondegenerate ground state. At $\lambda=0$ the state is the Kohn-Sham determinant $\Phi$, and the correlation energy is defined as
\begin{equation}
E_c=\langle\Psi_1|\hat T+\hat W|\Psi_1\rangle-\langle\Phi|\hat T+\hat W|\Phi\rangle .
\label{def}
\end{equation}
It cannot be positive, because $\Psi_1$ minimizes $\langle\hat H_1\rangle$ and both states have the same potential energy $\sum_pu_{1,p}n_p$.

Differentiate $E_\lambda=\langle\Psi_\lambda|\hat H_\lambda|\Psi_\lambda\rangle$. The terms in which the derivative acts on the state add up to $E_\lambda\,d\langle\Psi_\lambda|\Psi_\lambda\rangle/d\lambda=0$, which leaves the Hellmann-Feynman result $dE_\lambda/d\lambda=\langle\hat W\rangle_\lambda+\sum_pu'_{\lambda,p}n_p$. With $F_\lambda=\langle\hat T+\lambda\hat W\rangle_\lambda$ one also has $E_\lambda=F_\lambda+\sum_pu_{\lambda,p}n_p$. Differentiating this, and allowing for the moment a density that varies, the terms in $u'$ cancel between the two expressions:
\begin{equation}
\frac{dF_\lambda}{d\lambda}=\langle\hat W\rangle_\lambda-\sum_pu_{\lambda,p}\frac{dn_p}{d\lambda}.
\label{HF}
\end{equation}
At fixed density the last term is absent. Since $\langle\Phi|\hat T+\hat W|\Phi\rangle=F_0+\langle\hat W\rangle_0$, the definition (\ref{def}) becomes
\begin{equation}
E_c=F_1-F_0-\langle\hat W\rangle_0=\int_0^1d\lambda\;W_c(\lambda),\qquad W_c(\lambda)=\langle\hat W\rangle_\lambda-\langle\hat W\rangle_0 .
\label{AC}
\end{equation}
The argument that gave $E_c\le0$ shows that $F_\lambda$ is the minimum of $\langle\hat T+\lambda\hat W\rangle$ over all states with density $n$. A minimum of functions linear in $\lambda$ over a fixed set is concave, so its slope $\langle\hat W\rangle_\lambda$ cannot increase: $W_c$ starts at zero and does not rise.

The working model for the general case is an open chain of four sites $p=0,\dots,3$ with two electrons of each spin, hopping $t=0.5$ Ha, spacing $d=2$ bohr, site energies $(0.4,-0.2,0.1,-0.3)$ Ha and $v_{pq}=[(z_p-z_q)^2+1]^{-1/2}$, so that $v_{0q}=(1,\,0.447214,\,0.242536,\,0.164399)$ Ha. These are round model parameters. Diagonalization at $\lambda=1$ gives $n=(0.7111,1.1847,0.6571,1.4472)$, and $u_\lambda$ is found by numerical inversion. At $\lambda=0$ it is $(0.0788,-0.1100,0.2384,-0.2072)$ Ha with zero mean. At $\lambda=0.5$ and fixed density, the finite-difference $dF/d\lambda$ and $\langle\hat W\rangle$ are both $2.532135$ Ha. With the site energies held fixed instead, they are $2.401684$ and $2.609782$ Ha, and (\ref{HF}) identifies the difference, $-0.2081$ Ha, as $-\sum_pu_p\,dn_p/d\lambda$. The agreement and the disagreement are both tested in the numerical check that follows the text.

\subsection{Response to an exponentially growing field}

Fix $\lambda$ and let $|0\rangle$, $|m\rangle$ be the eigenstates of $\hat H_\lambda$, with excitation energies $\omega_m>0$. Add $\eta\,e^{\omega\tau}\hat n_q$ with $\omega>0$, which vanishes as the time $\tau\to-\infty$. A field $e^{-i\zeta\tau}$ has this form for $\zeta=i\omega$, hence the name $\chi(i\omega)$. Insert $|\psi\rangle=e^{-iE_0\tau}\big[(1+b_0)|0\rangle+\sum_mb_m|m\rangle\big]$ into the Schr\"odinger equation and keep first order in $\eta$:
\begin{equation}
i\dot b_m=\omega_mb_m+\eta\,e^{\omega\tau}\langle m|\hat n_q|0\rangle
\quad\Rightarrow\quad
b_m=\eta\,e^{\omega\tau}\frac{\langle m|\hat n_q|0\rangle}{i\omega-\omega_m}.
\end{equation}
The free solution $e^{-i\omega_m\tau}$ is excluded by $b_m(-\infty)=0$. The coefficient $b_0=-i\eta e^{\omega\tau}n_q/\omega$ is imaginary and drops out of $|1+b_0|^2$ at first order. The density change is $\delta n_p=2\,\mathrm{Re}\sum_m\langle0|\hat n_p|m\rangle b_m\equiv\chi_{pq}(i\omega)\,\eta e^{\omega\tau}$. With $M^m_{pq}=\langle0|\hat n_p|m\rangle\langle m|\hat n_q|0\rangle$ and $1/(i\omega-\omega_m)=-(\omega_m+i\omega)/(\omega_m^2+\omega^2)$,
\begin{equation}
\chi_{pq}(i\omega)=\sum_m\frac{-2\omega_m\,\mathrm{Re}M^m_{pq}+2\omega\,\mathrm{Im}M^m_{pq}}{\omega_m^2+\omega^2}.
\label{gen}
\end{equation}
Because $M^m_{qp}=(M^m_{pq})^*$, the second term is antisymmetric in $p,q$ and cannot contribute to $\mathrm{Tr}[v\chi]$. From here on the Hamiltonian is real (no magnetic field), the states are chosen real, and
\begin{equation}
\chi_{pq}(i\omega)=-2\sum_m\frac{\omega_m\,\langle0|\hat n_p|m\rangle\langle m|\hat n_q|0\rangle}{\omega_m^2+\omega^2}.
\label{leh}
\end{equation}
This matrix is real and symmetric and has no poles at real $\omega$. It is negative semidefinite, since $\sum_{pq}y_p\chi_{pq}y_q$ is a sum of squares with negative coefficients. It obeys $\sum_q\chi_{pq}=0$, because $\sum_q\hat n_q$ is the electron number and $\langle m|0\rangle=0$; a constant potential moves no charge.

For two sites $\delta\hat n_p=s_p\hat m$ with $s=(1,-1)$, a single state $|S\rangle$ contributes, and (\ref{leh}) is $s_ps_q\chi^m_\lambda$: the Lorentzian found above is the response function. For the chain at $\lambda=1$, numerical propagation under the growing field with $\omega=1$ Ha gives $\chi_{00}=-0.344876$ Ha$^{-1}$, the same as (\ref{leh}).

\subsection{Fluctuation-dissipation theorem and the exact formula}

Integrate (\ref{leh}) over $\omega$. By (\ref{lor}) each term gives $\pi/2$ whatever its $\omega_m$, and completeness, $\sum_m|m\rangle\langle m|=1-|0\rangle\langle0|$, closes the sum:
\begin{equation}
-\frac1\pi\int_0^\infty\chi_{pq}(i\omega)\,d\omega=\sum_m\langle0|\hat n_p|m\rangle\langle m|\hat n_q|0\rangle=\langle\hat n_p\hat n_q\rangle-n_pn_q .
\label{FDT}
\end{equation}
Nondegeneracy matters here. A second state with $\omega_m=0$ contributes nothing to (\ref{leh}) at $\omega>0$ but belongs to the completeness sum, and (\ref{FDT}) then misses its term. In the chain, the expectation values $\langle\delta\hat n_0\delta\hat n_0\rangle=0.359884$ and $\langle\delta\hat n_0\delta\hat n_1\rangle=-0.307365$ are reproduced by the frequency integral.

Insert (\ref{FDT}) into the expectation value of (\ref{W}), and use the symmetry of $\chi$ to write $\sum_{pq}v_{pq}\chi_{pq}=\mathrm{Tr}[v\chi]$:
\begin{equation}
\langle\hat W\rangle_\lambda=E_H-\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}[v\chi_\lambda(i\omega)]-\tfrac12\sum_pv_{pp}n_p,\qquad E_H=\tfrac12\sum_{pq}v_{pq}n_pn_q .
\label{Wl}
\end{equation}
The factor $1/2\pi$ is the $\frac12$ of pair counting times the $1/\pi$ of (\ref{FDT}). The first and last terms depend on the density alone and are the same at every $\lambda$. They cancel in $W_c$, and (\ref{AC}) becomes the adiabatic-connection fluctuation-dissipation formula
\begin{equation}
E_c=-\frac1{2\pi}\int_0^1d\lambda\int_0^\infty d\omega\;\mathrm{Tr}\big[v\big(\chi_\lambda(i\omega)-\chi_0(i\omega)\big)\big].
\label{ACFD}
\end{equation}
The $v$ in front is the full interaction, not $\lambda v$, because it comes from $\partial\hat H_\lambda/\partial\lambda$. For the Coulomb interaction $v_{pp}$ is infinite, so the frequency integral in (\ref{Wl}) diverges together with the self term, and the difference in (\ref{ACFD}) has to be taken before integrating.

In the two-site limit, $\mathrm{Tr}[v\chi_\lambda]=\chi^m_\lambda\sum_{pq} s_pv_{pq}s_q=4K\chi^m_\lambda$, and the inner integral of (\ref{ACFD}) is $-\frac{1}{2\pi}\,4K\,(-\pi)(\langle\hat m^2\rangle_\lambda-\frac12)=-\lambda K^2/\rho_\lambda$, the earlier $W_c$. For one electron $\hat n_p\hat n_q=\delta_{pq}\hat n_p$, so $\hat W=0$, $\chi_\lambda=\chi_0$ and $E_c=0$.

For the chain, $W_c=-0.025219,\,-0.048693,\,-0.070296,\,-0.089933$ Ha at $\lambda=0.25,\,0.5,\,0.75,\,1$, falling as concavity requires. The definition (\ref{def}) splits into a kinetic cost $T_c=0.04248$ Ha and an interaction gain $U_c=W_c(1)=-0.08993$ Ha, with sum $-0.04745$ Ha. Definition and double quadrature of (\ref{ACFD}) both give $E_c=-0.047448$ Ha, or $-1.291$ eV. The $\lambda$ average accounts for the kinetic part, although $\hat T$ does not appear in (\ref{ACFD}).

The correlation energy is now an exact integral of the density response over frequency and coupling constant, confirmed on the two-site model and the four-site chain. What remains is to examine the non-interacting limit of the response and to find a usable approximation for the interacting one.
